**Phase and amplitude matching in an absorbing bottom coating**

The program tests the statement that a coating of index $n_2=n+i\kappa$ between a resist ($n_1$) and a substrate ($n_3$) has a thickness of zero reflection only if $nL=\kappa\Phi_m$. Here $r_{ij}=(n_i-n_j)/(n_i+n_j)$, $L=\ln|r_{23}/r_{12}|$ and $\Phi_m=(2m+1)\pi+\arg(r_{12}/r_{23})$. It asserts that the closed formula for the reflected amplitude, and its slope with thickness, agree with direct integration of the wave equation. It also asserts that the matching pairs of $\kappa$ and thickness agree with a direct numerical solution for zero reflected amplitude. For the coating with $\kappa=0.45$, the output shows no zero: the lowest reflectivity is 0.56 % at 80.7 nm. With $n$ unchanged, zeros appear at $\kappa=0.614$, 28.3 nm and at $\kappa=0.344$, 81.5 nm. Near the first of these, the relative error of the leading-order reflectivity law is asserted to halve, approximately, when the offset in $\kappa$ is halved. Thickness scans further test the minimum for a transparent coating and the lower bound for a strongly absorbing one.

## Verification by program

```python
"""Reflection from an absorbing bottom coating between resist and substrate.

Result under test: r = (r12 + rho)/(1 + r12*rho) vanishes only if BOTH
  amplitude: 4 pi kappa d / lam = L = ln|r23/r12|
  phase:     4 pi n d / lam = Phi_m = (2m+1) pi + arg(r12/r23)
hold, so a zero exists only if n*L = kappa*Phi_m, whatever the thickness d.
Symbols: resist index n1 (real), coating n2 = n + i kappa, substrate n3,
rho = r23 exp(4 pi i n2 d/lam), time factor exp(-i omega t), normal incidence.
Lengths are in nm. Near a match, the least reflectivity over d is
  |r12/(1-r12^2)|^2 (n L - kappa Phi_m)^2/(n^2+kappa^2).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, fsolve, minimize_scalar

lam = 193.0
n1 = 1.70
n_real = 1.80
kappa_example = 0.45
n3 = 0.90 + 2.80j


def fresnel(a, b):
    return (a - b) / (a + b)


def film_r(n2, d):
    """Closed formula for the reflected amplitude."""
    r12, r23 = fresnel(n1, n2), fresnel(n2, n3)
    rho = r23 * np.exp(4j * np.pi * n2 * d / lam)
    return (r12 + rho) / (1 + r12 * rho)


def wave_r(n2, d):
    """Reflected amplitude by integrating E'' = -(2 pi n2/lam)^2 E."""
    k0 = 2 * np.pi / lam
    # The second component is E'/k0, so both components are of order one.
    start = np.array([1.0 + 0j, 1j * n3])
    sol = solve_ivp(lambda z, y: [k0 * y[1], -k0 * n2**2 * y[0]],
                    (d, 0.0), start, method="DOP853", rtol=1e-11, atol=1e-13)
    field, slope = sol.y[:, -1]
    return (1j * n1 * field - slope) / (1j * n1 * field + slope)


def matching(n2, m):
    """Return L, Phi_m, amplitude thickness and phase thickness."""
    r12, r23 = fresnel(n1, n2), fresnel(n2, n3)
    L = np.log(abs(r23 / r12))
    phi = (2 * m + 1) * np.pi + np.angle(r12 / r23)
    return (L, phi, lam * L / (4 * np.pi * n2.imag),
            lam * phi / (4 * np.pi * n2.real))


def near_miss(n2, m):
    """Leading-order least reflectivity and its thickness."""
    L, phi, d_amp, d_phase = matching(n2, m)
    r12 = fresnel(n1, n2)
    n, k = n2.real, n2.imag
    R = abs(r12 / (1 - r12**2))**2 * (n * L - k * phi)**2 / abs(n2)**2
    return R, (k**2 * d_amp + n**2 * d_phase) / abs(n2)**2


def local_minimum(n2, low, high):
    res = minimize_scalar(lambda d: abs(film_r(n2, d))**2,
                          bounds=(low, high), method="bounded",
                          options={"xatol": 1e-9})
    assert low + 0.01 < res.x < high - 0.01
    return res.x, res.fun


def log_slope(n2, d):
    """Derived formula for d ln|r| / dd."""
    r, r12 = film_r(n2, d), fresnel(n1, n2)
    return (4j * np.pi * n2 / lam * (r - r12) * (1 - r12 * r)
            / (r * (1 - r12**2))).real


n2 = n_real + 1j * kappa_example
r12, r23 = fresnel(n1, n2), fresnel(n2, n3)

# Closed formula and its slope against the integrated wave equation.
worst_r = max(abs(film_r(c, d) - wave_r(c, d))
              for c in (n2, 1.8 + 0j, 1.8 + 1.5j) for d in (7.0, 40.0, 110.0))
assert worst_r < 1e-8
for d in (10.0, 45.0, 95.0):
    h = 0.01
    numeric = np.log(abs(wave_r(n2, d + h)) / abs(wave_r(n2, d - h))) / (2 * h)
    assert abs(numeric - log_slope(n2, d)) < 1e-6

# Fixed material: scan all useful thicknesses; no zero is found.
L, phi0, d_amp, d_p0 = matching(n2, 0)
_, phi1, _, d_p1 = matching(n2, 1)
scan_d = np.arange(0.0, 1000.0, 0.02)
scan_R = abs(film_r(n2, scan_d))**2
minima = [local_minimum(n2, d_p0 - 15, d_p0 + 20),
          local_minimum(n2, d_p1 - 20, d_p1 + 15)]
best_R = min(R for _, R in minima)
assert scan_R.min() > 1e-3 and abs(scan_R.min() - best_R) < 1e-6
assert abs(scan_R[-1] - abs(r12)**2) < 1e-8
for (d, R), d_phase in zip(minima, (d_p0, d_p1)):
    assert min(d_amp, d_phase) < d < max(d_amp, d_phase)
    assert abs(log_slope(n2, d)) < 1e-6

# Let kappa vary too: compatibility condition against direct solution of r=0.
kappa_c = brentq(lambda k: matching(n_real + 1j * k, 0)[0], 0.45, 1.5)


def mismatch(k, m):
    length_log, phi, _, _ = matching(n_real + 1j * k, m)
    return n_real * length_log - k * phi


matched = []
for m, guess in ((0, (0.60, 30.0)), (1, (0.36, 80.0))):
    k_match = brentq(mismatch, 1e-3, kappa_c, args=(m,), xtol=1e-13)
    d_match = matching(n_real + 1j * k_match, m)[2]

    def both_parts(x):
        r = wave_r(n_real + 1j * x[0], x[1])
        return [r.real, r.imag]

    direct, _, flag, _ = fsolve(both_parts, guess, full_output=True)
    assert flag == 1
    assert abs(direct[0] - k_match) < 1e-6 and abs(direct[1] - d_match) < 1e-4
    residual = abs(wave_r(n_real + 1j * k_match, d_match))**2
    assert residual < 1e-15
    away = abs(scan_d - d_match) > 20
    other_R = (abs(film_r(n_real + 1j * k_match, scan_d[away]))**2).min()
    assert other_R > 1e-3
    matched.append((m, k_match, d_match, other_R))

# Near-miss law: relative error of R is first order, error of d second order.
k0 = matched[0][1]
near_rows = []
for offset in (0.02, 0.01, 0.005):
    coating = n_real + 1j * (k0 + offset)
    R_law, d_law = near_miss(coating, 0)
    d_num, R_num = local_minimum(coating, d_law - 8, d_law + 8)
    near_rows.append((offset, R_num, R_law, d_num, d_law))
R_err = [abs(row[2] / row[1] - 1) for row in near_rows]
d_err = [abs(row[4] - row[3]) for row in near_rows]
for i in (0, 1):
    assert 0.4 < R_err[i + 1] / R_err[i] < 0.6
    assert 0.2 < d_err[i + 1] / d_err[i] < 0.3

# Transparent coating: thickness cannot alter the amplitude mismatch.
clear = n_real + 0j
a, b = abs(fresnel(n1, clear)), abs(fresnel(clear, n3))
clear_formula = ((a - b) / (1 - a * b))**2
clear_scan = (abs(film_r(clear, scan_d))**2).min()
assert abs(clear_formula - clear_scan) < 1e-6

# Strong absorber: amplitude matching is impossible at any thickness.
strong = n_real + 1.5j
a_s, b_s = abs(fresnel(n1, strong)), abs(fresnel(strong, n3))
assert b_s < a_s
strong_bound = ((a_s - b_s) / (1 + a_s * b_s))**2
strong_scan = (abs(film_r(strong, scan_d))**2).min()
assert strong_scan >= strong_bound > 0

print(f"wavelength = {lam:.1f} nm; resist index n1 = {n1:.2f}")
print(f"coating n2 = {n2:.2f}; substrate n3 = {n3:.2f}")
print(f"largest |r formula - r wave equation| = {worst_r:.1e}")
print(f"r12 = {r12:.5f}; |r12| = {abs(r12):.5f}; arg = {np.angle(r12):.5f} rad")
print(f"r23 = {r23:.5f}; |r23| = {abs(r23):.5f}; arg = {np.angle(r23):.5f} rad")
print(f"L = {L:.5f}; Phi_0 = {phi0:.5f} rad; Phi_1 = {phi1:.5f} rad")
print(f"n L = {n_real*L:.4f}; kappa Phi_0 = {kappa_example*phi0:.4f}; "
      f"kappa Phi_1 = {kappa_example*phi1:.4f}")
print(f"amplitude thickness d_A = {d_amp:.3f} nm")
print(f"phase thicknesses: m=0 {d_p0:.3f} nm; m=1 {d_p1:.3f} nm")
print(f"R without coating = {100*abs(fresnel(n1, n3))**2:.3f} %")
for label, d in (("d_A", d_amp), ("d_P,0", d_p0), ("d_P,1", d_p1)):
    print(f"R at {label} = {100*abs(film_r(n2, d))**2:.4f} %")
for m, (d, R) in enumerate(minima):
    Lm, phim, _, _ = matching(n2, m)
    amp_ratio = np.exp(Lm - 4 * np.pi * kappa_example * d / lam)
    phase_error = 4 * np.pi * n_real * d / lam - phim
    R_law, d_law = near_miss(n2, m)
    print(f"minimum m={m}: d = {d:.3f} nm, R = {100*R:.4f} %")
    print(f"  |rho|/|r12| = {amp_ratio:.4f}; phase error = {phase_error:.4f} rad")
    print(f"  leading-order estimate: d = {d_law:.3f} nm, R = {100*R_law:.4f} %")
print(f"thick-coating limit |r12|^2 = {100*abs(r12)**2:.4f} %")
print(f"kappa_c where |r23| = |r12|: {kappa_c:.5f}")
for m, k, d, other in matched:
    print(f"zero for m={m}: kappa = {k:.6f}, d = {d:.4f} nm")
    print(f"  least R more than 20 nm away = {100*other:.4f} %")
print("near-miss test, kappa = matched m=0 value + offset:")
for offset, R_num, R_law, d_num, d_law in near_rows:
    print(f"  offset {offset:.3f}: R = {100*R_num:.6f} %, law {100*R_law:.6f} %")
    print(f"    d = {d_num:.5f} nm, law {d_law:.5f} nm")
print(f"transparent coating (kappa=0): |r12| = {a:.5f}, |r23| = {b:.5f}")
print(f"  least R: formula {100*clear_formula:.3f} %, scan {100*clear_scan:.3f} %")
print(f"strong absorber (kappa={strong.imag:.2f}): "
      f"|r12| = {a_s:.5f}, |r23| = {b_s:.5f}")
print(f"  lower bound on R = {100*strong_bound:.4f} %, "
      f"scan minimum = {100*strong_scan:.4f} %")
print("every check passed")
```

Running it gives:

```
wavelength = 193.0 nm; resist index n1 = 1.70
coating n2 = 1.80+0.45j; substrate n3 = 0.90+2.80j
largest |r formula - r wave equation| = 6.6e-12
r12 = -0.04437-0.12287j; |r12| = 0.13063; arg = -1.91734 rad
r23 = -0.29170-0.51926j; |r23| = 0.59558; arg = -2.08262 rad
L = 1.51714; Phi_0 = 3.30688 rad; Phi_1 = 9.59006 rad
n L = 2.7309; kappa Phi_0 = 1.4881; kappa Phi_1 = 4.3155
amplitude thickness d_A = 51.780 nm
phase thicknesses: m=0 28.216 nm; m=1 81.827 nm
R without coating = 58.082 %
R at d_A = 6.6897 %
R at d_P,0 = 1.6022 %
R at d_P,1 = 0.5784 %
minimum m=0: d = 30.198 nm, R = 1.4171 %
  |rho|/|r12| = 1.8820; phase error = 0.2323 rad
  leading-order estimate: d = 29.602 nm, R = 0.7458 %
minimum m=1: d = 80.653 nm, R = 0.5644 %
  |rho|/|r12| = 0.4291; phase error = -0.1376 rad
  leading-order estimate: d = 80.060 nm, R = 1.2126 %
thick-coating limit |r12|^2 = 1.7065 %
kappa_c where |r23| = |r12|: 1.31519
zero for m=0: kappa = 0.614130, d = 28.3071 nm
  least R more than 20 nm away = 2.3462 %
zero for m=1: kappa = 0.343777, d = 81.5172 nm
  least R more than 20 nm away = 0.4986 %
near-miss test, kappa = matched m=0 value + offset:
  offset 0.020: R = 0.015797 %, law 0.016860 %
    d = 28.09740 nm, law 28.08985 nm
  offset 0.010: R = 0.004005 %, law 0.004139 %
    d = 28.20170 nm, law 28.19979 nm
  offset 0.005: R = 0.001008 %, law 0.001025 %
    d = 28.25425 nm, law 28.25377 nm
transparent coating (kappa=0): |r12| = 0.02857, |r23| = 0.75612
  least R: formula 55.295 %, scan 55.295 %
strong absorber (kappa=1.50): |r12| = 0.39479, |r23| = 0.31141
  lower bound on R = 0.5514 %, scan minimum = 13.1398 %
every check passed
```
